\section*{Forward scattering and spin rotation from one Kane overlap}

\section{A potential that does not know about spin}

Take a narrow-gap conduction band with gap $E_g=0.27$ eV and an electron about $0.12$ eV above the band edge. Let it scatter elastically from a weak potential that acts equally on both spins and whose Fourier transform is constant over the momentum transfers involved. For a plane wave all directions would be equally likely and the spin would stay as it was. In the model solved here, scattering straight back has only $0.32$ of the forward probability, and the spin polarization decays, at about one seventieth of the momentum relaxation rate. Since the potential has neither property, both must come from the Bloch states.

The round parameters are $E_g=0.01$, spin-orbit splitting $\Delta=0.03$, Kane momentum $P=0.6$ and wave number $k=0.015$, in Hartree atomic units, which are used throughout.

\section{Where the overlap enters}

Write the Bloch states as $e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$ and let $\mathbf q=\mathbf k'-\mathbf k$. The product $u_{\mathbf k'}^\dagger u_{\mathbf k}$ has the period of the lattice, so it is a sum $\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ over reciprocal lattice vectors. Hence
\begin{equation}
\langle \mathbf k'|V|\mathbf k\rangle
=\int e^{-i\mathbf q\cdot\mathbf r}\,V\,u_{\mathbf k'}^\dagger u_{\mathbf k}\,d^3r
=\sum_{\mathbf G}\rho_{\mathbf G}\,\tilde V(\mathbf q-\mathbf G).
\end{equation}
If $V$ is smooth on the scale of a cell, $|\mathbf q|$ lies well below half the shortest $\mathbf G$, and $\rho_0$ is not itself small, the terms with $\mathbf G\neq0$ are negligible. What remains is $\tilde V(\mathbf q)\rho_0$, where $\rho_0=\langle u_{\mathbf k'}|u_{\mathbf k}\rangle$ is the cell average. In a one-dimensional test crystal, a Gaussian bump with a standard deviation of one cell obeys this factorization, for the third band at $q=G/4$, with an error of $10^{-6}$ relative to the factorized value. The error grows to $2\times10^{-3}$ at $q=0.4\,G$ and to $0.14$ at $q=G/2$, where $\tilde V(q)$ and $\tilde V(q-G)$ are equal in size. For a standard deviation of a tenth of a cell the error at $q=G/4$ is $0.35$ for a bump centred at $0.3$ of the cell, and between about $0.2$ and $0.4$ for other positions, so the overlap alone no longer describes the scattering.

\section{The Kane states}

The eight-band model keeps an $s$ orbital at energy $E_g$ and three $p$ orbitals, each with two spins. Remote bands and inversion asymmetry are left out. On the $p$ orbitals, with $(L_i)_{jm}=-i\varepsilon_{ijm}$, the Hamiltonian is $\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1)$. The operator $\mathbf L\cdot\boldsymbol\sigma$ has eigenvalue $1$ on the fourfold level $\Gamma_8$ and $-2$ on the twofold level $\Gamma_7$, so these lie at $0$ and $-\Delta$. Their projectors are
\begin{equation}
\Pi_8=\tfrac13(2+\mathbf L\cdot\boldsymbol\sigma),\qquad
\Pi_7=\tfrac13(1-\mathbf L\cdot\boldsymbol\sigma).
\end{equation}
The $s$ orbital couples to the $p$ orbital $j$ by $iPk_j$. The kinetic term $k^2/2$ is common to all eight states and does not change the eigenvectors. I let $E$ be the energy without it and define $\varepsilon=E-E_g$.

Let the $s$ part be $a\chi$, with $a>0$ and $\chi$ a spinor. This choice labels the two degenerate states at each $\mathbf k$ by the spin of their $s$ part, called the pseudospin. The $p$ rows of the eigenvalue equation read $-iPk\,\hat{\mathbf k}\,a\chi+H_p\,\mathbf p=E\,\mathbf p$, so
\begin{equation}
\mathbf p=-iaPk\left[\frac{\Pi_8}{E}+\frac{\Pi_7}{E+\Delta}\right]\hat{\mathbf k}\chi .
\label{p}
\end{equation}

Any two directions satisfy
\begin{equation}
\hat{\mathbf k}'\cdot(\mathbf L\cdot\boldsymbol\sigma)\hat{\mathbf k}
=-i\varepsilon_{ijm}\sigma_i\hat k'_j\hat k_m
=-i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k}).
\label{ls}
\end{equation}
For equal directions this vanishes, so $\Pi_8$ and $\Pi_7$ have expectation values $2/3$ and $1/3$ in $\hat{\mathbf k}\chi$. The $s$ row, $E_ga\chi+iPk\,\hat{\mathbf k}\cdot\mathbf p=Ea\chi$, then gives
\begin{equation}
\varepsilon=\frac{P^2k^2}{3}\left[\frac2E+\frac1{E+\Delta}\right],
\label{energy}
\end{equation}
and the weights on $\Gamma_8$ and $\Gamma_7$ are
\begin{equation}
h=\frac{2a^2P^2k^2}{3E^2},\qquad
l=\frac{a^2P^2k^2}{3(E+\Delta)^2},\qquad a^2+h+l=1 .
\end{equation}
In the example $Pk=0.009$ and $E=0.01437$, so $\varepsilon=0.00437$, or $0.119$ eV. The weights are $a^2=0.784$, $h=0.205$ and $l=0.011$. More than a fifth of this conduction state is $p$-like.

\section{The overlap is a matrix in spin}

Now take the product of the state at $\mathbf k$ with the state at $\mathbf k'$, whose quantities carry a prime. The phases $-i$ in (\ref{p}) cancel, and products of different projectors vanish:
\begin{equation}
M=aa'\left[1+P^2kk'\,\hat{\mathbf k}'\cdot\left(\frac{\Pi_8}{EE'}
+\frac{\Pi_7}{(E+\Delta)(E'+\Delta)}\right)\hat{\mathbf k}\right].
\end{equation}
With $\cos\theta=\hat{\mathbf k}'\cdot\hat{\mathbf k}$, equation (\ref{ls}) turns the two projectors into
\begin{equation}
\hat{\mathbf k}'\cdot\Pi_8\hat{\mathbf k}=\tfrac13\left[2\cos\theta-i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})\right],\quad
\hat{\mathbf k}'\cdot\Pi_7\hat{\mathbf k}=\tfrac13\left[\cos\theta+i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})\right].
\end{equation}
Since $\sqrt{hh'}=2aa'P^2kk'/(3EE')$, and similarly for $l$,
\begin{equation}
M=aa'+\left(\sqrt{hh'}+\sqrt{ll'}\right)\cos\theta
-i\left(\tfrac12\sqrt{hh'}-\sqrt{ll'}\right)\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k}).
\label{M}
\end{equation}
This matrix was tested against direct diagonalization for random directions, with equal and unequal wave numbers.

For elastic scattering define $g=h+l=1-a^2$ and $f=h/2-l$. Because $|\hat{\mathbf k}'\times\hat{\mathbf k}|=\sin\theta$, summing over final spins gives
\begin{equation}
G(\theta)=(a^2+g\cos\theta)^2+f^2\sin^2\theta .
\label{G}
\end{equation}

The first term explains the forward enhancement. The $s$ part looks the same from every direction and contributes $a^2$. The $p$ part turns with $\mathbf k$, so its overlap with its former self falls as $\cos\theta$ and changes sign beyond a right angle, where it cancels part of the $s$ contribution.

The fall is steady at every energy of this model. With $x=\cos\theta$,
\begin{equation}
\frac{dG}{dx}=2g(a^2+gx)-2f^2x
\end{equation}
is linear in $x$, so it is positive throughout if it is positive at both ends. At $x=1$ it equals $2g-2f^2$, which is positive because $0\le f\le g/2$. At $x=-1$ it equals $2g(a^2-g)+2f^2$. Replacing one factor $1/(E+\Delta)$ in $l$ by the larger $1/E$, and using (\ref{energy}),
\begin{equation}
\frac g{a^2}=\frac{P^2k^2}{3}\left[\frac2{E^2}+\frac1{(E+\Delta)^2}\right]\le\frac{\varepsilon}{E}<1 ,
\end{equation}
so this end is positive too. $G$ therefore drops from $1$ to $(a^2-g)^2$, here $(0.784-0.216)^2=0.32$.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $G$ & $f^2\sin^2\theta$ & spin turn $\omega$\\
$0^\circ$ & 1.000 & 0.0000 & $0^\circ$\\
$60^\circ$ & 0.802 & 0.0063 & $10.2^\circ$\\
$90^\circ$ & 0.623 & 0.0084 & $13.4^\circ$\\
$120^\circ$ & 0.464 & 0.0063 & $13.4^\circ$\\
$180^\circ$ & 0.323 & 0.0000 & $0^\circ$
\end{tabular}
\end{center}

\section{Kane's coefficients and the factor $(aa'+cc'\cos\theta)^2$}

Kane's $c$ and $b$ are the $p$ amplitudes along and across $\mathbf k$. To find them, note that $(\mathbf L\cdot\boldsymbol\sigma)\hat{\mathbf k}=-i\,\hat{\mathbf k}\times\boldsymbol\sigma$, by the same index sum as in (\ref{ls}). Equation (\ref{p}) becomes
\begin{equation}
\mathbf p=-i\left[c\,\hat{\mathbf k}-i\beta\,\hat{\mathbf k}\times\boldsymbol\sigma\right]\chi,\qquad \beta=\frac b{\sqrt2},
\label{bc}
\end{equation}
\begin{equation}
c=\frac{aPk}{3}\left[\frac2E+\frac1{E+\Delta}\right],\qquad
\beta=\frac{aPk}{3}\left[\frac1E-\frac1{E+\Delta}\right].
\end{equation}
For $\mathbf k$ along $z$ the transverse vector is $(-\sigma_y,\sigma_x,0)\chi$, with squared norm $2$, so its weight is $2\beta^2=b^2$ and $g=b^2+c^2$.

If $\Delta=0$, then $b=0$, $h=2l$ and $f=0$. Equation (\ref{M}) reduces to $aa'+cc'\cos\theta$, and its square is the complete overlap factor. No spin is turned in that case. With $\Delta>0$ the same expression is incomplete: at $\theta=0$ and equal energies it gives $(a^2+c^2)^2=(1-b^2)^2=0.938$, although a normalized state overlaps with itself by $1$. For elastic scattering the form is restored as the square of the spin-independent part of $M$ if $c^2$ is replaced by the whole $p$ weight $g$. This equals the spin-conserving probability only for a spin axis in the scattering plane; a spin along the normal is never flipped. The spin-turning part must then be added.

\section{Elliott's admixture and how it acts}

Let $\chi$ be spin up along $z$. Since $\sigma_x$ and $\sigma_y$ turn up into down with factors $1$ and $i$, the spin-down part of (\ref{bc}) has magnitude $\beta\,|\hat{\mathbf k}\times(\hat{\mathbf x}+i\hat{\mathbf y})|$. Its weight is
\begin{equation}
w_\downarrow=\beta^2\left[(1-\hat k_x^2)+(1-\hat k_y^2)\right]=\frac{b^2}{2}\,(1+\hat k_z^2).
\end{equation}
This is the Elliott admixture in the pseudospin basis. Here it is $0.031$ for $\mathbf k$ along the spin axis and $0.016$ across it. As $\hat k_z^2$ averages to $1/3$, the directional mean is $2b^2/3=0.021$.

The admixture is $p$-like, so it has no overlap with the large $s$ part of another state. It can meet only the $p$ parts. To see this in $f$, set $u=aPk/E$ and $v=aPk/(E+\Delta)$, so that $c=(2u+v)/3$ and $\beta=(u-v)/3$. Then $u+v=2c-\beta$, and
\begin{equation}
f=\frac h2-l=\frac{u^2-v^2}{3}=\beta(2c-\beta)=\sqrt2\,bc-\frac{b^2}{2}.
\end{equation}
Both terms multiply the admixture amplitude, of order $\beta$, by a $p$ amplitude of the other state, $c$ or $\beta$. All these amplitudes grow as $k$ near the band edge, so the flip probability grows as $k^4$ and the admixture weight as $k^2$. Doubling $k$ from $0.0003$ multiplies the flip probability, averaged over directions, by $15.9$ and the admixture by $3.99$. The admixture weight is therefore not itself a flip probability.

The scalar part of $M$ is real and the $\boldsymbol\sigma$ part is imaginary, so $M$ is $\sqrt G$ times a spin rotation. The axis is the normal $\mathbf n$ of the scattering plane, and the angle $\omega$ obeys
\begin{equation}
\tan\frac\omega2=\frac{f\sin\theta}{a^2+g\cos\theta}.
\end{equation}
At a right angle this is $0.0918/0.784=0.117$, or $\omega=13.4^\circ$. One collision turns the pseudospin by a definite angle; polarization is lost because the axis and the angle differ from one electron to another.

\section{Two relaxation rates}

Measure rates in units of $\Gamma_0$, the Born rate for constant $\tilde V$ and $G=1$. The potential must then be short-ranged compared with $1/k$ and still smooth on the cell scale. With $1/k=67$ bohr this window is narrow: a Gaussian with a standard deviation of $12$ bohr already lowers backscattering from $0.32$ to $0.28$ of the forward probability, while the ratio of the two rates below moves only from $70$ to $69$. The momentum rate is the average of $(1-x)G$ over the sphere. Odd powers of $x$ average to zero and $x^2$ to $1/3$:
\begin{equation}
\frac{1}{\Gamma_0\tau_p}=a^4-\frac{2a^2g}{3}+\frac{g^2}{3}+\frac{2f^2}{3}=0.523 .
\end{equation}

A rotation changes a pseudospin polarization $\mathbf s$ by $-(1-\cos\omega)[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)]+\sin\omega\,\mathbf n\times\mathbf s$. For electrons spread evenly over directions, $\mathbf n$ averages to zero and $n_in_j$ to $\delta_{ij}/3$. The mean change is $-\frac23(1-\cos\omega)\mathbf s=-\frac43\sin^2(\omega/2)\,\mathbf s$. Since $G\sin^2(\omega/2)=f^2\sin^2\theta$ and $\sin^2\theta$ averages to $2/3$,
\begin{equation}
\frac1{\Gamma_0\tau_s}=\frac43\cdot\frac23f^2=\frac{8f^2}{9}=0.0075 .
\end{equation}
The ratio $0.523/0.0075$ is the seventy of the opening. It was derived for the pseudospin; the expectation value of the true spin, starting from the same state, decays at a rate about half a percent lower.

This is an initial rate. For fixed $\hat{\mathbf k}$ the normals lie in the plane across $\hat{\mathbf k}$, so the loss depends on direction and the polarization does not stay perfectly even. The slowest mode of the full collision operator decays $0.15\%$ more slowly, a negligible difference here.

\section{Small energies and large splitting}

Close to the band edge set $a^2\to1$ and $E\to E_g$, and let $\eta=\Delta/(E_g+\Delta)$, so that $1/(E_g+\Delta)=(1-\eta)/E_g$. Dividing $f$ by (\ref{energy}) gives
\begin{equation}
f\simeq\frac{\varepsilon}{E_g}\,\frac{1-(1-\eta)^2}{2+(1-\eta)}
=\frac{\varepsilon}{E_g}\,\frac{\eta(2-\eta)}{3-\eta}
=\frac23\,\frac{\varepsilon}{E_g}\,\eta\,\frac{1-\eta/2}{1-\eta/3}.
\end{equation}
The momentum rate tends to $\Gamma_0$, and therefore
\begin{equation}
\frac{\tau_p}{\tau_s}\simeq\frac{32}{81}\left(\frac{\varepsilon}{E_g}\right)^2
\eta^2\left(\frac{1-\eta/2}{1-\eta/3}\right)^2 .
\end{equation}
For $\eta=0.75$ the coefficient of $(\varepsilon/E_g)^2$ is $0.154$, which the diagonalized states confirm at small $k$. Here $\varepsilon$ excludes $k^2/2$; with the full energy above the band edge the coefficient is $0.149$. At the example's $\varepsilon/E_g=0.437$ the law gives $0.029$, twice the computed $0.014$. Two errors partly offset each other: the law puts the spin rate at $0.029\,\Gamma_0$ instead of $0.0075\,\Gamma_0$, and the momentum rate at $\Gamma_0$ instead of $0.523\,\Gamma_0$.

For $\Delta\to\infty$ the $\Gamma_7$ weight vanishes, so $f=g/2$. Equation (\ref{energy}) becomes $\varepsilon=2P^2k^2/(3E)$, hence $g/a^2=\varepsilon/E$. With $t=\varepsilon/E_g$ and $a^2+g=1$,
\begin{equation}
a^2=\frac{1+t}{1+2t},\qquad
G=\frac{(1+t+t\cos\theta)^2+\frac14t^2\sin^2\theta}{(1+2t)^2}.
\end{equation}
Even here, where $\Gamma_7$ no longer offsets $\Gamma_8$ in $f$, the spin-turning term remains the smaller part at a right angle, by the factor $t^2/[4(1+t)^2]<1/4$.

These results concern potentials without spin-orbit coupling of their own, in a crystal with inversion symmetry. In zinc-blende crystals the omitted inversion asymmetry adds D'yakonov-Perel' relaxation, so $\tau_s$ here is only the Elliott part. If $\tilde V$ varies with $q$, as for a screened charge, $|\tilde V(\mathbf q)|^2$ multiplies $(1-x)G$ and $f^2\sin^2\theta$ inside the angular averages, and the numerical factors in both rates change. The overlap matrix (\ref{M}) does not.

\section*{Calculated quantities}
\begin{verbatim}
gap Eg = 0.010 Ha = 0.2721 eV
spin-orbit splitting = 0.030 Ha
Kane momentum P = 0.60 a.u.
wave number k = 0.0150 1/bohr
P k = 0.00900 Ha
E (without k^2/2) = 0.014367 Ha
eps = E - Eg = 0.004367 Ha = 0.1188 eV
k^2/2 = 0.000112 Ha
eps/Eg = 0.4367
s weight a^2 = 0.78411
Gamma8 weight h = 0.20513
Gamma7 weight l = 0.01076
p weight g = 0.21589
Kane b^2 = 0.03126, c^2 = 0.18462
spin-rotation amplitude f = 0.09181
largest overlap-matrix error = 1.4e-15
angle(deg)  G  conserving part  rotating part  spin turn(deg)
   0  1.00000  1.00000  0.00000  0.00
  60  0.80209  0.79577  0.00632  10.19
  90  0.62326  0.61483  0.00843  13.36
 120  0.46353  0.45721  0.00632  13.41
 180  0.32288  0.32288  0.00000  0.00
c-only factor at 0 deg = 0.93845 (true 1.00000)
opposite-spin weight, k along spin axis = 0.03126
opposite-spin weight, k across spin axis = 0.01563
opposite-spin weight, directional mean = 0.02084
mean overlap factor = 0.63599
mean cosine of scattering angle = 0.17745
momentum rate = 0.52314 Gamma0
initial spin rate = 0.007493 Gamma0
slowest spin mode = 0.007481 Gamma0
relative shift of slowest mode = 1.49e-03
spin rate / momentum rate = 0.01432
momentum rate / spin rate = 69.8
eta = 0.7500
low-energy coefficient: law 0.15432, computed 0.15426
low-energy law at this k = 0.02943
k doubled from 0.0003 1/bohr: spin rate x 15.930
k doubled, same start: admixture x 3.990
1D crystal, bump width 1 cell: error 1.2e-06
1D crystal, bump width 0.1 cell: error 0.35
\end{verbatim}
